# Interface-roughness mobility of quantum wells with hard and finite walls

## Problem

Electrons of effective mass $m$ move freely in the plane of a quantum well and occupy its lowest subband, of energy $E_1$. The well has mean thickness $L$, but its interfaces are rough, so the local thickness is $L+\Delta(\mathbf r)$, with $\mathbf r$ in the plane. The fluctuation has zero mean and the correlation function

$$\langle\Delta(\mathbf r)\Delta(\mathbf r')\rangle=D^2e^{-|\mathbf r-\mathbf r'|^2/\Lambda^2}.$$

Roughness is the sole source of scattering. The temperature is zero, and $m$, $D$, $\Lambda$ and the electron density are held fixed as $L$ varies. Hartree atomic units are used ($\hbar=e=m_e=1$).

(a) For infinitely high walls and no screening, show that the mobility $\mu$ is proportional to $L^6$.

(b) For barriers of height $V_0$, with the same mass inside and outside, find the local exponent $n=d\ln\mu/d\ln L$ and its behaviour in thin wells.

(c) How does screening by the electrons themselves change the answer to (a)?

For numbers take $m=0.07$, $V_0=0.01$ hartree, $D=2$ bohr, $\Lambda=100$ bohr and Fermi wave number $k_F=0.01$ per bohr.

## First estimate by scaling

Confinement costs an energy $E_1\sim1/(mL^2)$. A thickness change $\Delta$ shifts it by about $\Delta/(mL^3)$, and this shift acts as a random potential in the plane. The scattering rate goes as the square of the potential, hence as $L^{-6}$, and the mobility as $L^6$.

With a finite barrier the wave leaks out on each side. For a low-lying level the leakage depth is about $1/k_0$, where $k_0=\sqrt{2mV_0}$. The simplest guess replaces $L$ by $L+2/k_0$, so that $\mu\propto(L+2/k_0)^6$ and

$$n_{\rm est}=\frac{6L}{L+2/k_0}=\frac{6R}{1+R},\qquad R=\frac{k_0L}{2}.$$

This estimate predicts an exponent that falls smoothly from 6 towards 0 as the well gets thinner.

## Solution

### The scattering potential

Let $\psi(z)$ be the normalized subband function, with the interfaces at $z=\pm L/2$. If the interfaces move outward by $\delta_1(\mathbf r)$ and $\delta_2(\mathbf r)$, the potential drops by $V_0$ in two thin strips. For $k_0|\delta_i|\ll1$ the density $\psi^2$ is nearly constant across each strip. Averaging over $z$ then gives the in-plane potential

$$U(\mathbf r)=-V_0\,\psi(L/2)^2\,[\delta_1(\mathbf r)+\delta_2(\mathbf r)]=F\,\Delta(\mathbf r),\qquad F=-V_0\,\psi(L/2)^2 .$$

A uniform thickening by $dL$ is the special case $\Delta=dL$, and first-order perturbation theory then gives the energy shift $F\,dL$. Therefore $F=dE_1/dL$. The roughness need not vary slowly in the plane.

For hard walls the strip potential is infinite, so the boundary condition is used instead. Put the walls at $z=0$ and $z=L+\Delta(\mathbf r)$, with $\chi(z)=\sqrt{2/L}\,\sin(\pi z/L)$. Let the incident wave be $\psi_0=e^{i\mathbf k\cdot\mathbf r}\chi(z)$, with total energy $E$, and let $\psi_1$ be the first-order scattered wave. The total wave vanishes on the displaced wall, so

$$\psi_1(\mathbf r,L)=-\Delta(\mathbf r)\,\chi'(L)\,e^{i\mathbf k\cdot\mathbf r}.$$

Let $c(\mathbf k')$ be the projection of $\psi_1$ on $e^{i\mathbf k'\cdot\mathbf r}\chi(z)$. Two integrations by parts in $z$, with $\chi(0)=\chi(L)=0$ and $\psi_1=0$ at $z=0$, give

$$-\frac1{2m}\int_0^L\chi\,\partial_z^2\psi_1\,dz=\frac{\chi'(L)\,\psi_1(\mathbf r,L)}{2m}+E_1\int_0^L\chi\,\psi_1\,dz .$$

The projected Schrödinger equation is therefore

$$\Big(E_1+\frac{k'^2}{2m}-E\Big)c(\mathbf k')=\frac{\chi'(L)^2}{2m}\,\Delta_{\mathbf k'-\mathbf k},\qquad \Delta_{\mathbf q}=\int d^2r\,\Delta(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}.$$

An in-plane potential $U$ between flat walls would put $-U_{\mathbf k'-\mathbf k}$ on the right-hand side. The outgoing wave comes from the pole at $k'=k$, so the wall scatters like a potential with $U_{\mathbf q}=-\chi'(L)^2\Delta_{\mathbf q}/2m$. Since $\chi'(L)^2=2\pi^2/L^3$,

$$U_{\mathbf q}=-\frac{\pi^2}{mL^3}\,\Delta_{\mathbf q}.$$

The factor is $dE_1/dL$ for $E_1=\pi^2/(2mL^2)$, so $U=F\Delta$ holds here too. By symmetry the other wall contributes in the same way.

### From potential to mobility

The spectrum of the roughness is the Fourier transform of its correlation function,

$$S(q)=\int d^2r\,D^2e^{-r^2/\Lambda^2}e^{-i\mathbf q\cdot\mathbf r}=\pi D^2\Lambda^2e^{-q^2\Lambda^2/4}.$$

In an area $A$ the mean squared matrix element is $F^2S(q)/A$. In a field $\mathcal E$ along $x$ the force on an electron is $-\mathcal E$. Writing the distribution as $f_0+f_1$, the linearized Boltzmann equation is

$$-\mathcal E\,v_x\frac{\partial f_0}{\partial\varepsilon}=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}\,[f_1(\mathbf k')-f_1(\mathbf k)].$$

Try $f_1$ equal to $v_x$ times a function of energy. Scattering is elastic and depends on the angle $\theta$ between $\mathbf k$ and $\mathbf k'$, with equal weight for $\pm\theta$. The component of $\mathbf k'$ perpendicular to $\mathbf k$ therefore averages out, and $v_x'$ may be replaced by $v_x\cos\theta$. The right-hand side becomes $-f_1/\tau$ with $1/\tau=\sum_{\mathbf k'} W(1-\cos\theta)$, so $f_1=\mathcal E\tau v_x\,\partial f_0/\partial\varepsilon$.

At zero temperature $\partial f_0/\partial\varepsilon=-\delta(\varepsilon-E_F)$, with energies measured from the subband edge. With the density of states $g=m/\pi$ and the electron density $gE_F$, the drift velocity is

$$-\mathcal E\tau\,\frac{g\,v_F^2/2}{gE_F}=-\frac{\mathcal E\tau}{m},\qquad\text{so}\qquad\mu=\frac{\tau}{m}.$$

The golden rule, with $d^2k'=m\,d\varepsilon'\,d\theta$ and conserved spin, gives

$$\frac1\tau=2\pi\int\frac{d^2k'}{(2\pi)^2}F^2S(q)(1-\cos\theta)\,\delta(\varepsilon'-E_F)=\frac{mF^2}{2\pi}\int_0^{2\pi}S(q)(1-\cos\theta)\,d\theta .$$

On the Fermi circle $q^2=2k_F^2(1-\cos\theta)$. Put $a=k_F^2\Lambda^2/2$ and use $\int_0^{2\pi}e^{a\cos\theta}d\theta=2\pi I_0(a)$ together with its derivative, $\int_0^{2\pi}\cos\theta\,e^{a\cos\theta}d\theta=2\pi I_1(a)$:

$$\int_0^{2\pi}(1-\cos\theta)\,e^{-a(1-\cos\theta)}d\theta=2\pi G,\qquad G=e^{-a}[I_0(a)-I_1(a)].$$

Hence

$$\frac1\tau=\pi mD^2\Lambda^2F^2G,\qquad \mu=\frac{1}{\pi m^2D^2\Lambda^2F^2G}.$$

### (a) Hard walls

With $F^2=\pi^4/(m^2L^6)$ the mass cancels:

$$\mu=\frac{L^6}{\pi^5D^2\Lambda^2G}.$$

Fixed density means fixed $k_F$, so $G$ does not depend on $L$. This proves the sixth power at lowest order in $\Delta$.

The law has limits on both sides. Thin wells must still satisfy $D\ll L$ and $E_F\tau\gg1$, or the disorder is not weak. In wide wells the second subband fills once $3\pi^2/(2mL^2)<k_F^2/(2m)$, so $L$ must stay below $\sqrt3\,\pi/k_F$, here 544 bohr. This bound is for non-interacting electrons; the Hartree potential of part (c) narrows the gap and lowers it to about 476 bohr.

### (b) Finite barriers

The ground state is $\cos kz$ inside and decays as $e^{-\kappa|z|}$ outside. Matching $\psi'/\psi$ at $z=L/2$ gives $k\tan(kL/2)=\kappa$, and energy conservation gives $k^2+\kappa^2=k_0^2$. With $\xi=kL/2$ and $b=\kappa L/2$ these read

$$b=\xi\tan\xi,\qquad \xi^2+b^2=R^2\quad\Rightarrow\quad \xi=R\cos\xi,\qquad b=R\sin\xi,\qquad E_1=V_0\cos^2\xi .$$

Differentiating $\xi=R\cos\xi$ gives $d\xi\,(1+R\sin\xi)=\cos\xi\,dR$. Since $R\propto L$ at fixed $V_0$,

$$\frac{d\xi}{d\ln L}=\frac{R\cos\xi}{1+b}=\frac{\xi}{1+b},\qquad \frac{d\ln E_1}{d\ln L}=-2\tan\xi\,\frac{\xi}{1+b}=-\frac{2b}{1+b}.$$

The slope is therefore

$$F=-\frac{2E_1}{L}\,\frac{b}{1+b}=-\frac{2E_1}{L+2/\kappa}.$$

Since $\mu\propto F^{-2}$, the exponent is $-2\,d\ln|F|/d\ln L$, where $\ln|F|=\ln E_1-\ln L+\ln b-\ln(1+b)$ plus a constant. From $b=R\sin\xi$ and $\xi\cot\xi=\xi^2/b$,

$$\frac{d\ln b}{d\ln L}=1+\frac{\xi\cot\xi}{1+b}=1+\frac{\xi^2}{b(1+b)} .$$

The last two terms of $\ln|F|$ together contribute this derivative divided by $1+b$. Collecting everything,

$$n=\frac{4b}{1+b}+2-\frac{2}{1+b}-\frac{2\xi^2}{b(1+b)^2}=\frac{6b}{1+b}-\frac{2\xi^2}{b(1+b)^2}.$$

**Thick wells.** As $R\to\infty$, $\xi\to\pi/2$ and $b=\sqrt{R^2-\xi^2}=R+O(1/R)$. The last term is of order $R^{-3}$, so $n=6-6/R+6/R^2+O(R^{-3})$.

**Thin wells.** For small $R$, $b=R^2+O(R^4)$ and $\xi^2/b=\xi/\tan\xi=1-R^2/3+O(R^4)$. Then

$$n=6R^2-2\Big(1-\frac{R^2}3\Big)(1-2R^2)+O(R^4)=-2+\frac{32}{3}R^2+O(R^4).$$

The exponent changes sign, so the mobility has a minimum. Setting $n=0$ gives $3b^2(1+b)=\xi^2$, or

$$3\tan^2\xi\,(1+\xi\tan\xi)=1 .$$

The left side rises steadily from 0 to infinity on $0<\xi<\pi/2$, so there is one root, $\xi=0.4772$. It corresponds to $R=\xi/\cos\xi=0.5372$ for any mass and barrier height in this model.

The reason is visible in $F=-V_0\psi(L/2)^2$: roughness scatters in proportion to the square of the electron density at the interface. In a thick well that density is small because the wave nearly vanishes at the walls. In a very thin well it is small because the wave spreads far into the barriers. The mobility is lowest where the interface density is highest.

The value $-2$ is a formal limit. As $L\to0$ the binding energy $V_0-E_1$ vanishes, and the one-subband picture fails once it drops below $E_F$.

### (c) Screening

Take linear response in the mean-field (random-phase) approximation, with the subband profile held fixed. A static potential $U_{\rm tot}$ induces the density $-\Pi U_{\rm tot}$, where, spin included,

$$\Pi(q)=4\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\,\frac{2m}{q^2+2kq\cos\varphi}.$$

The principal-value integral over $\varphi$ is zero for $2k>q$ and $2\pi/(q\sqrt{q^2-4k^2})$ for $2k<q$. For $q\le2k_F$ all states with $k<q/2$ are filled, and $\int_0^{q/2}k\,dk/\sqrt{q^2-4k^2}=q/4$, so $\Pi=m/\pi$. In a background of dielectric constant $\epsilon_b$ the interaction is $2\pi H(qL)/(\epsilon_bq)$, and the roughness potential is divided by

$$\epsilon(q)=1+\frac{q_s}{q}H(qL),\qquad q_s=\frac{2m}{\epsilon_b},\qquad H(qL)=\iint\chi(z)^2\chi(z')^2e^{-q|z-z'|}\,dz\,dz'.$$

If the gas were a sheet of zero thickness, $H$ would be 1, $\epsilon$ would not depend on $L$, and the exponent would remain 6. In a real well the charge spreads as $L$ grows, so $H$ falls and screening weakens. This adds scattering in wider wells and puts the exponent below 6. For $\epsilon_b=12$ and the bare sine profile it is 5.81, 5.73 and 5.71 at $L=100$, 200 and 400 bohr. These values leave out other effects of the same interaction, among them the static potential of the electrons, which reshapes $\chi$, and the potential of the charge that shifts with the displaced wall. With equal remote donor charge on the two sides, the static potential changes between the centre and a wall by $(k_F^2/\epsilon_b)\,L\,(1/4+1/\pi^2)$. At 100 bohr this is $2.9\times10^{-4}$ hartree, small against $E_1=7.0\times10^{-3}$ hartree. At 400 bohr it is $1.2\times10^{-3}$ hartree, larger than $E_1=4.4\times10^{-4}$ hartree. The three values above therefore show the effect of $H$ alone. The Hartree repulsion pushes charge towards the walls, which raises $|F|$ and lowers the exponent further. A self-consistent Hartree profile raises $\chi'(L)^2$ by 0.6%, 5% and 45% at 100, 200 and 400 bohr and gives exponents 5.77, 5.43 and 3.55. Adding the charge that shifts with the wall, through the intersubband response, gives 5.75, 5.37 and 3.47. The fixed profile is thus good to about 0.06 in the exponent at 100 bohr, while at 200 bohr the omitted effects already exceed that of $H$.

## Comparison of estimate and solution

Take $L=200$ bohr. Then $k_0=\sqrt{0.0014}=0.03742$ per bohr and $R=100\sqrt{0.0014}=3.74166$, which gives $\xi=1.23455$ and $b=3.532$. The energy is $E_1=0.01\,(1.23455/3.74166)^2=1.08865\times10^{-3}$ hartree, and

$$F=-\frac{2(1.08865\times10^{-3})}{200}\cdot\frac{3.532}{4.532}=-8.48\times10^{-6},\qquad n=4.676-0.042=4.63 .$$

With $a=0.5$ and $G=0.4886$, the mobility is $4.62\times10^7$ atomic units, or $1.96\times10^6\ \mathrm{cm^2/(V\,s)}$. Hard walls of the same width give $200^6/(\pi^5\cdot4\cdot10^4\cdot0.4886)=1.07\times10^7$ atomic units, or $4.55\times10^5\ \mathrm{cm^2/(V\,s)}$. The finite barrier raises the roughness-limited mobility by a factor of 4.3 while it lowers the exponent.

| $L$ (bohr) | $n_{\rm est}$ | $n$ | $\mu$ (a.u.) |
|---|---|---|---|
| 20 | 1.63 | −0.82 | $3.29\times10^5$ |
| 30 | 2.16 | 0.12 | $2.82\times10^5$ |
| 60 | 3.17 | 2.18 | $6.19\times10^5$ |
| 100 | 3.91 | 3.48 | $2.67\times10^6$ |
| 200 | 4.73 | 4.63 | $4.62\times10^7$ |
| 400 | 5.29 | 5.27 | $1.46\times10^9$ |

The estimate works well in thick wells because $6R/(1+R)=6-6/R+6/R^2-\dots$ agrees with the solution through order $R^{-2}$. Its failure in thin wells can be read from the exact slope $F=-2E_1/(L+2/\kappa)$, in which the estimate replaces $1/\kappa$ by $1/k_0$ and $E_1$ by $\pi^2/[2m(L+2/k_0)^2]$. As $L\to0$, $b\to R^2$ gives $\kappa\to k_0^2L/2$, so the true depth $1/\kappa$ grows as $1/L$, while $E_1$ saturates at $V_0$. Then $F\to-V_0k_0^2L/2$ and $n\to-2$. With a fixed depth, the estimated energy at $L\to0$ would be $\pi^2k_0^2/(8m)=(\pi^2/4)V_0$, above the barrier, where no bound state exists.

The minimum lies at $L=2R/k_0=28.7$ bohr, or 1.52 nm, between the first two rows. This position belongs to the unscreened model with equal masses. Screening through $H$ moves it to about 27 bohr, and a barrier mass of 0.092 moves the maximum of $|dE_1/dL|$ to about 24 bohr. A real well this thin is only a few atomic layers wide, where the effective-mass picture is rough and scattering in the barriers, left out here, can compete. There the mobility is $2.81\times10^5$ atomic units, or $1.20\times10^4\ \mathrm{cm^2/(V\,s)}$. The perturbative treatment is still reasonable at this width: $k_0D=0.075$, and $E_F\tau$ is 14 at the neighbouring width of 30 bohr. At 20 bohr the binding energy, $1.18\times10^{-3}$ hartree, still exceeds $E_F=7.1\times10^{-4}$ hartree. For hard walls $E_F\tau$ is 8.4 at 100 bohr, and the $L^6$ law would bring it to $8.4\times0.6^6=0.4$ at 60 bohr, where that law can no longer be trusted.

The sixth power was also tested without a scattering potential. In a hard-walled strip whose upper wall follows $L+D\cos(2k_Fx)$, the waves with $k_x=\pm k_F$ are coupled by $FD/2$ and split by $|F|D$. Splittings computed from the boundary condition at 100 and 400 bohr give a mobility exponent of 5.9997, although the corrugation period, 314 bohr, is comparable to the widths. The remaining checks are in the numerical output.

## Table of computed values

```
mass 0.07 m_e; barrier 0.01 hartree = 0.2721 eV
rms fluctuation 2.0 bohr; correlation length 100.0 bohr
kF 0.01 1/bohr; Fermi energy 7.1429e-04 hartree
density 1.5915e-05 1/bohr^2 = 5.684e+11 1/cm^2
a = 0.500; angular factor G = 0.48861 (no unit)
one atomic unit of mobility = 0.04254 cm^2/(V s)
FINITE BARRIER: L, E1, dE1/dL, gap to next level (atomic units)
   20 8.81574e-03 -1.0056e-04 1.1843e-03
   30 7.75083e-03 -1.0863e-04 2.2492e-03
   60 4.95362e-03 -7.3254e-05 5.0464e-03
  100 2.88118e-03 -3.5276e-05 6.5332e-03
  200 1.08865e-03 -8.4844e-06 3.1413e-03
  400 3.42385e-04 -1.5070e-06 1.0212e-03
FINITE BARRIER: L (bohr), R, exponent n, mobility (a.u.), EF*tau
   20 0.3742  -0.820 3.2866e+05 16.4
   30 0.5612   0.117 2.8169e+05 14.1
   60 1.1225   2.177 6.1939e+05 31.0
  100 1.8708   3.481 2.6710e+06 133.6
  200 3.7417   4.634 4.6172e+07 2308.6
  400 7.4833   5.274 1.4635e+09 73175.8
HARD WALLS: L (bohr), dE1/dL (a.u.), mobility (a.u.), EF*tau
  100 -1.4099e-04 1.6720e+05 8.4
  200 -1.7624e-05 1.0701e+07 535.0
  400 -2.2030e-06 6.8483e+08 34241.6
L=200 bohr: xi 1.23455, b 3.53212 (no unit)
L=200 bohr, barrier: 1.9644e+06 cm^2/(V s)
L=200 bohr, hard: 4.5524e+05 cm^2/(V s)
minimum: xi 0.47721, R 0.53723 (no unit)
minimum: L 28.716 bohr = 1.520 nm
minimum mobility 2.8097e+05 a.u. = 1.1954e+04 cm^2/(V s)
corrugated hard-wall strip, exponent 100-400 bohr: 5.9997
largest slope deviation from diagonalization: 4.5e-05
largest exponent deviation from diagonalization: 1.3e-04
discrete-state rate / formula rate: 1.00014
screening: eps_b 12.0, q_s 0.01167 1/bohr
SCREENED HARD WALLS: L (bohr), exponent, mobility (a.u.)
  100 5.809 4.0346e+05
  200 5.732 2.1993e+07
  400 5.709 1.1545e+09
```
